# Trotter error in the partition function of a two-level system

## Question

A two-level system has the Hamiltonian $H=A+B$ with $A=\sigma_x$ and $B=\sigma_z$. Energies are measured in a fixed unit, and $b>0$ is the inverse temperature in the reciprocal unit, so all quantities below are dimensionless. Path-integral Monte Carlo replaces the Boltzmann operator $e^{-b(A+B)}$ by a product of $n$ slices, each of which treats $A$ and $B$ separately:

$$M=e^{-tA}e^{-tB},\qquad t=\frac{b}{n},\qquad Z_n=\mathrm{Tr}\,M^n .$$

The exact partition function is $Z=\mathrm{Tr}\,e^{-b(A+B)}$. Parts (a) to (f) compare the two. Write $c=\cosh t$ and $s=\sinh t$.

## (a) Find $Z$.

**Answer.** Multiplying the matrices gives

$$AB=\begin{pmatrix}0&1\\1&0\end{pmatrix}\begin{pmatrix}1&0\\0&-1\end{pmatrix}=\begin{pmatrix}0&-1\\1&0\end{pmatrix}=-i\sigma_y,\qquad BA=\begin{pmatrix}0&1\\-1&0\end{pmatrix}=-AB .$$

Since $A^2=B^2=1$,

$$(A+B)^2=A^2+B^2+AB+BA=2 .$$

Each eigenvalue of $A+B$ is therefore $\sqrt2$ or $-\sqrt2$. The trace of $A+B$ is zero, so there is one of each, and

$$Z=e^{-b\sqrt2}+e^{b\sqrt2}=2\cosh(b\sqrt2).$$

## (b) Find $Z_n$ in closed form for every positive integer $n$.

**Answer.** Because $A^2=1$, the even terms of the exponential series sum to $\cosh t$ and the odd terms to $-A\sinh t$. The same holds for $B$. Hence

$$M=(c-sA)(c-sB)=c^2-cs(A+B)+s^2AB. \tag{1}$$

The matrices $A$, $B$ and $AB$ are traceless, so $\mathrm{Tr}\,M=2c^2$. From $\det e^X=e^{\mathrm{Tr}X}$, each factor of $M$ has determinant 1, so $\det M=1$.

The eigenvalues of $M$ are thus $\lambda$ and $1/\lambda$, with $\lambda+1/\lambda=2c^2>2$. They are real, positive and distinct, and can be written $e^{\pm\theta}$ with $\theta>0$ and

$$\cosh\theta=c^2 .$$

The eigenvalues of $M^n$ are $e^{\pm n\theta}$, so $Z_n=2\cosh(n\theta)$. To obtain $\theta$ in a convenient form, subtract 1:

$$2\sinh^2\frac{\theta}{2}=\cosh\theta-1=c^2-1=s^2
\quad\Rightarrow\quad \sinh\frac{\theta}{2}=\frac{\sinh t}{\sqrt2}.$$

The positive root is taken because $\theta$ and $t$ are positive. The result is

$$Z_n=2\cosh\!\left[2n\,\mathrm{arsinh}\!\left(\frac{\sinh(b/n)}{\sqrt2}\right)\right]. \tag{2}$$

For $n=1$ this is $2\cosh\theta=2\cosh^2 b$, in agreement with $\mathrm{Tr}\,M$. In general $Z_n=2T_n(c^2)$, where $T_n$ is the Chebyshev polynomial defined by $T_n(\cosh\theta)=\cosh n\theta$.

## (c) At fixed $b$, find the coefficients $C_2$ and $C_4$ in $Z_n-Z=C_2/n^2+C_4/n^4+O(n^{-6})$.

**Answer.** Let $x=\sinh t/\sqrt2$, so that $\theta=2\,\mathrm{arsinh}\,x$. To order $t^5$,

$$x=\frac{1}{\sqrt2}\left(t+\frac{t^3}{6}+\frac{t^5}{120}\right),\quad
x^3=\frac{1}{2\sqrt2}\left(t^3+\frac{t^5}{2}\right),\quad
x^5=\frac{t^5}{4\sqrt2}.$$

Insert these into $\mathrm{arsinh}\,x=x-x^3/6+3x^5/40-\dots$ and take out the factor $1/\sqrt2$. The remaining coefficients are

$$t^3:\ \frac16-\frac1{12}=\frac1{12},\qquad
t^5:\ \frac1{120}-\frac1{24}+\frac3{160}=\frac{4-20+9}{480}=-\frac7{480}.$$

Multiplying by 2 gives

$$\theta=\sqrt2\,t\left(1+\frac{t^2}{12}-\frac{7t^4}{480}+\dots\right). \tag{3}$$

With $t=b/n$ this becomes $n\theta=\sqrt2\,b+\delta$, where

$$\delta=\frac{\sqrt2\,b^3}{12n^2}-\frac{7\sqrt2\,b^5}{480n^4}+O(n^{-6}).$$

Odd powers of $1/n$ are absent because $\theta$ is an odd function of $t$. Now expand the hyperbolic cosine about $\sqrt2\,b$:

$$2\cosh(\sqrt2 b+\delta)=2\cosh(\sqrt2b)+2\delta\sinh(\sqrt2b)+\delta^2\cosh(\sqrt2b)+O(\delta^3).$$

The $1/n^2$ term comes from the first part of $\delta$. Since $2\sqrt2/12=\sqrt2/6=1/(3\sqrt2)$,

$$\boxed{C_2=\frac{b^3\sinh(b\sqrt2)}{3\sqrt2}}$$

At order $1/n^4$, the second part of $\delta$ and $\delta^2=b^6/(72n^4)+\dots$ both contribute:

$$C_4=\frac{b^6\cosh(b\sqrt2)}{72}-\frac{7\sqrt2\,b^5\sinh(b\sqrt2)}{240}.$$

High temperature provides a check. For small $b$, $C_2\approx b^4/3$, while $C_4$ starts at order $b^6$ and the later coefficients start at still higher powers of $b$. The $b^4$ term of $Z_n-Z$ is therefore $b^4/(3n^2)$ for every $n$, including $n=1$. Directly, with $n=1$,

$$2\cosh^2b=1+\cosh2b=2+2b^2+\tfrac23b^4+\dots,\qquad Z=2+2b^2+\tfrac13b^4+\dots,$$

and the difference is again $b^4/3$ at this order.

## (d) Show that $Z_n>Z$ for every $n$, and that $Z_n$ decreases as $n$ grows.

**Answer.** Differentiate $\sinh(\theta/2)=s/\sqrt2$ with respect to $t$:

$$\frac12\cosh\frac\theta2\,\frac{d\theta}{dt}=\frac{c}{\sqrt2},\qquad
\cosh\frac\theta2=\sqrt{1+\frac{s^2}{2}}=\sqrt{\frac{1+c^2}{2}} .$$

Therefore

$$\frac{d\theta}{dt}=\frac{2c}{\sqrt{1+c^2}}=\frac{2}{\sqrt{1+1/c^2}},$$

which increases with $t$ for $t>0$ and tends to $\sqrt2$ as $t\to0$. Since $\theta(0)=0$, the ratio $\theta/t$ is the average of this slope over the interval from 0 to $t$. It is therefore larger than $\sqrt2$ and increases with $t$.

Now $n\theta=b\,(\theta/t)$. At fixed $b$, a larger $n$ means a smaller $t$, so $n\theta$ decreases with $n$ but stays above $\sqrt2\,b$. Because $\cosh$ increases for positive argument, both claims follow.

## (e) $A$ and $B$ do not commute. Does $M^n$ itself have an error of order $1/n$, and if so, why is it absent from $Z_n$?

**Answer.** Define $N=(M-\cosh\theta)/\sinh\theta$. Its eigenvalues are $\pm1$, and it is diagonalizable because $M$ has distinct eigenvalues, so $N^2=1$. Then $M=\cosh\theta+N\sinh\theta=e^{\theta N}$, and

$$M^n=e^{n\theta N}=\cosh n\theta+N\sinh n\theta .$$

By (1) and $\cosh\theta=c^2$, the numerator of $N$ is $-cs(A+B)+s^2AB$. The denominator is $\sinh\theta=\sqrt{c^4-1}=s\sqrt{1+c^2}$. Thus

$$M^n=\cosh n\theta-\frac{\sinh n\theta}{\sqrt{1+c^2}}\,\bigl[c\,(A+B)-s\,AB\bigr].$$

The target is $e^{-b(A+B)}=\cosh(\sqrt2b)-(A+B)\sinh(\sqrt2b)/\sqrt2$. The coefficients of 1 and of $A+B$ are even in $1/n$, so their errors start at $1/n^2$. The $AB$ term has no counterpart in the target, and with $s\approx b/n$ it is

$$\frac{b\sinh(b\sqrt2)}{\sqrt2\,n}\,AB+O(n^{-2}).$$

So the matrix does have an error of order $1/n$. It is proportional to $AB=-i\sigma_y$, which is traceless, and $Z_n$ does not see it. A trace weighted with $\sigma_y$ would see it, since $\mathrm{Tr}(\sigma_yAB)=-2i$.

The symmetric slice $S=e^{-tA/2}e^{-tB}e^{-tA/2}$ gives another view. It equals $e^{tA/2}Me^{-tA/2}$, so $S^n$ and $M^n$ have the same trace. Moreover $S(t)S(-t)=1$, so $\ln S$ is odd in $t$ near $t=0$: $\ln S=-t(A+B)+O(t^3)$. Multiplication by $n$ shows that the error of $S^n$ is of order $1/n^2$ as a matrix.

For $b=1$, going from $n=16$ to $n=32$ changes the largest entry of the matrix error from 0.0876 to 0.0433 for $M^n$, and from 0.00204 to 0.00051 for $S^n$. The first is roughly halved and the second is divided by four.

## (f) For $b=1$, find the smallest $n$ that gives $Z$ to a relative error below 0.001. Then state when the leading term $C_2/n^2$ can be trusted.

**Answer.** Here $Z=2\cosh\sqrt2=4.35637$. From $\sinh^2=\cosh^2-1$,

$$\sinh\sqrt2=\sqrt{(2.178184)^2-1}=1.93507,\qquad C_2=\frac{1.93507}{4.24264}=0.45610 .$$

Explicit matrix products give the following values.

| $n$ | $Z_n$ | $Z_n-Z$ | $C_2/n^2$ |
|---|---|---|---|
| 1 | 4.76220 | 0.40583 | 0.45610 |
| 2 | 4.46726 | 0.11089 | 0.11402 |
| 4 | 4.38468 | 0.02831 | 0.02851 |
| 8 | 4.36348 | 0.00711 | 0.00713 |

The leading term lies above the deviation, by 12% at $n=1$, 3% at $n=2$ and less than 1% from $n=4$ on, because $C_4=-0.04956$ is negative at this $b$. For $n=4$, $C_2+C_4/16=0.45300$, while the computed $n^2(Z_n-Z)$ is 0.45299.

Setting $C_2/(n^2Z)=0.001$ gives

$$n=\sqrt{\frac{0.45610}{0.001\times4.35637}}=10.23,$$

which suggests $n=11$. The explicit products confirm it: the relative error is 0.00105 at $n=10$ and 0.00086 at $n=11$. By part (d) no smaller $n$ can succeed.

Two expansions were used in part (c), and each needs its own small quantity. Series (3) needs small $t$. The expansion of the cosh needs small $\delta$, whose leading part is

$$\delta_1=\frac{\sqrt2\,b\,t^2}{12}.$$

At fixed $b$ both vanish as $n\to\infty$, but at low temperature a small step is not enough. Compare two cases with the same step $t=0.5$:

- For $b=1$, $n=2$: $\delta_1=0.029$, and the true deviation is 0.97 times $C_2/n^2$.
- For $b=40$, $n=80$: $\delta_1=1.18$, and the true deviation is 1.77 times $C_2/n^2$.

The second factor can be derived. For large $b$ the growing exponentials dominate, so $Z_n/Z\approx e^{\delta}$, whereas the leading term gives a relative deviation $\delta_1$. The next term of $\delta$ is $-7\sqrt2\,b\,t^4/480=-0.05$, so $\delta\approx1.13$ and $(e^{\delta}-1)/\delta_1\approx1.77$.

The free energy $F=-\ln Z/b$ is less demanding. In the same limit its error is $-\delta/b\approx-\sqrt2\,t^2/12$, which depends on the step $t$ alone. A fixed small step therefore keeps the free energy accurate as the temperature falls, while a fixed relative accuracy in $Z$ requires $b\,t^2=b^3/n^2$ to stay fixed, so that $n$ grows as $b^{3/2}$.

The numerical check checks the closed form and both coefficients against explicit matrix products.

## Table of computed values

```
All quantities are dimensionless.
b = 1
Z = Tr exp(-b(A+B)) = 4.35636711
C2 = 0.45609962
C4 = -0.04956488
n, theta, Z_n (direct), Z_n (closed form):
  1 1.51337401 4.76219569 4.76219569
  2 0.72120772 4.46725912 4.46725912
  4 0.35537478 4.38467906 4.38467906
  8 0.17700624 4.36348156 4.36348156
 16 0.08841710 4.35814800 4.35814800
 32 0.04419777 4.35681248 4.35681248
n, deviation Z_n-Z, n^2*deviation, C2/n^2:
  1 0.40582858 0.405829 0.45609962
  2 0.11089200 0.443568 0.11402491
  4 0.02831195 0.452991 0.02850623
  8 0.00711444 0.455324 0.00712656
 16 0.00178088 0.455906 0.00178164
 32 0.00044536 0.456051 0.00044541
target relative error = 0.001
n estimated from C2 = 10.2322
smallest n found directly = 11
relative error at n = 10: 0.0010458
relative error at n = 11: 0.0008645
Matrix error for b = 1, largest entry (plain, symmetric):
n =  8: 0.179329 0.008162
n = 16: 0.087579 0.002044
n = 32: 0.043273 0.000511
Same step t, different b:
b = 1, n = 2, t = 0.50, shift sqrt2*b*t^2/12 = 0.02946, deviation/(C2/n^2) = 0.9725
b = 40, n = 80, t = 0.50, shift sqrt2*b*t^2/12 = 1.17851, deviation/(C2/n^2) = 1.7732
```
